# Sound speeds along [110] in silicon and the elastic constants behind them: test program

```python
"""Sound along [110] in a cubic crystal, and recovery of its elastic constants.

Result under test, with density rho:
  rho*vL^2 = (C11+C12+2*C44)/2   displacement along [110]
  rho*vA^2 = C44                 displacement along [001]
  rho*vB^2 = (C11-C12)/2         displacement along [1-10]
Inverse: C44 = rho*vA^2, C11 = rho*(vL^2-vA^2+vB^2),
         C12 = rho*(vL^2-vA^2-vB^2).
The wave matrix is derived from the elastic energy density and a plane wave.
The silicon inputs are rough two-figure sizes, not precise measurements.
"""
from itertools import product
import numpy as np
import sympy as sp
from scipy.constants import atomic_mass, angstrom

c11, c12, c44, k = sp.symbols("c11 c12 c44 k", positive=True)
position = sp.symbols("x y z", real=True)
amplitude = sp.Matrix(sp.symbols("a1 a2 a3", real=True))


def wave_matrix(direction):
    """Matrix whose eigenvalues are rho*v^2, from the equation of motion."""
    gradient = sp.Matrix(3, 3, sp.symbols("g0:9"))
    strain = (gradient + gradient.T) / 2
    e1, e2, e3 = (strain[i, i] for i in range(3))
    energy = (c11 * (e1**2 + e2**2 + e3**2) / 2
              + c12 * (e1 * e2 + e2 * e3 + e3 * e1)
              + 2 * c44 * (strain[0, 1]**2 + strain[1, 2]**2
                           + strain[2, 0]**2))
    unit = sp.Matrix(direction) / sp.Matrix(direction).norm()
    phase = sp.expand(k * sum(unit[i] * position[i] for i in range(3)))
    displacement = amplitude * sp.sin(phase)
    values = {gradient[i, j]: sp.diff(displacement[i], position[j])
              for i in range(3) for j in range(3)}
    rows = []
    for i in range(3):
        force = sum(sp.diff(sp.diff(energy, gradient[i, j]).subs(values),
                            position[j]) for j in range(3))
        rows.append(sp.expand(sp.simplify(-force / (k**2 * sp.sin(phase)))))
    return sp.Matrix(rows).jacobian(amplitude)


def invert_speeds(speeds, rho):
    """Speeds ordered as L, A, B; returns C11, C12, C44."""
    square_l, square_a, square_b = np.asarray(speeds)**2
    return rho * np.array([square_l - square_a + square_b,
                           square_l - square_a - square_b,
                           square_a])


# General symbolic tests of the three modes and of the [100] direction.
matrix_110 = wave_matrix([1, 1, 0])
polarizations = [sp.Matrix([1, 1, 0]), sp.Matrix([0, 0, 1]),
                 sp.Matrix([1, -1, 0])]
mode_moduli = [(c11 + c12 + 2 * c44) / 2, c44, (c11 - c12) / 2]
for vector, modulus in zip(polarizations, mode_moduli):
    residual = (matrix_110 * vector - modulus * vector).applyfunc(sp.simplify)
    assert residual == sp.zeros(3, 1)
matrix_100 = wave_matrix([1, 0, 0])
assert not matrix_100.has(c12)
assert (matrix_100 - sp.diag(c11, c44, c44)).applyfunc(
    sp.simplify) == sp.zeros(3, 3)

numeric_matrix = sp.lambdify((c11, c12, c44), matrix_110, "numpy")

# Rough silicon inputs; eight atoms in the cubic cell of diamond structure.
constants = np.array([170e9, 64e9, 80e9])
cube_edge = 5.4 * angstrom
mass_number = 28.0
atoms_per_cube = 8
density = atoms_per_cube * mass_number * atomic_mass / cube_edge**3

# Speeds by diagonalization, labelled by their displacement directions.
eigenvalues, eigenvectors = np.linalg.eigh(
    np.array(numeric_matrix(*constants), dtype=float))
labels = []
for vector in polarizations:
    unit_vector = np.array(vector, dtype=float).ravel()
    unit_vector /= np.linalg.norm(unit_vector)
    overlaps = np.abs(unit_vector @ eigenvectors)
    labels.append(int(np.argmax(overlaps)))
    assert abs(overlaps.max() - 1) < 1e-10
assert sorted(labels) == [0, 1, 2]
moduli = eigenvalues[labels]
speeds = np.sqrt(moduli / density)
formula_moduli = [float(m.subs(dict(zip((c11, c12, c44), constants))))
                  for m in mode_moduli]
assert np.allclose(moduli, formula_moduli, rtol=1e-11)
assert np.all(np.abs(speeds - np.array([9100, 5800, 4700])) < 50)

recovered = invert_speeds(speeds, density)
assert np.allclose(recovered, constants, rtol=1e-10)

# Exchanging shear labels gives another stable crystal with equal speeds.
exchanged = invert_speeds(speeds[[0, 2, 1]], density)
exchanged_eigenvalues = np.linalg.eigvalsh(
    np.array(numeric_matrix(*exchanged), dtype=float))
assert np.allclose(exchanged_eigenvalues, eigenvalues, rtol=1e-10)
assert abs(exchanged[1] - constants[1]) < 1e-9 * constants[1]
assert abs(exchanged[0] - constants[0]) > 1e9


def smallest_stiffness(values):
    stiffness = np.diag([values[0] - values[1]] * 3 + [values[2]] * 3)
    stiffness[:3, :3] += values[1]
    return np.linalg.eigvalsh(stiffness)[0]


assert smallest_stiffness(constants) > 0
assert smallest_stiffness(exchanged) > 0

# Rounding to 100 m/s: first-order bounds against all extreme errors.
half_step = 50.0
rounded_speeds = 100 * np.round(speeds / 100)
from_rounded = invert_speeds(rounded_speeds, density)
bounds = 2 * density * half_step * np.array(
    [speeds.sum(), speeds.sum(), speeds[1]])
extreme_errors = np.max([
    np.abs(invert_speeds(speeds + half_step * np.array(signs), density)
           - constants) for signs in product([-1, 1], repeat=3)], axis=0)
# The neglected quadratic terms cannot exceed three times rho*half_step^2.
quadratic_limit = 3 * density * half_step**2
assert np.all(np.abs(extreme_errors - bounds) <= quadratic_limit)
assert np.all(np.abs(from_rounded - constants) <= extreme_errors)
assert bounds[1] / constants[1] > bounds[0] / constants[0]
assert bounds[1] / constants[1] > bounds[2] / constants[2]

names = ["C11", "C12", "C44"]
modes = ["L, displacement [110]", "A, displacement [001]",
         "B, displacement [1-10]"]
print("Rough silicon inputs")
for name, value in zip(names, constants):
    print(f"{name} = {value/1e9:.0f} GPa")
print(f"cube edge = {cube_edge/angstrom:.1f} angstrom")
print(f"atomic mass = {mass_number:.0f} u")
print(f"atomic mass unit = {atomic_mass:.6e} kg")
print(f"atoms per cube = {atoms_per_cube} (count)")
print(f"density = {density:.1f} kg/m^3")
print("Modes along [110]")
for mode, modulus, speed in zip(modes, moduli, speeds):
    print(f"{mode}: rho*v^2 = {modulus/1e9:.1f} GPa")
    print(f"{mode}: v = {speed:.1f} m/s = {speed/1000:.2f} km/s")
print("Constants recovered from unrounded speeds")
for name, value in zip(names, recovered):
    print(f"{name} = {value/1e9:.3f} GPa")
print("Speeds rounded to 0.1 km/s")
for mode, speed in zip(modes, rounded_speeds):
    print(f"{mode}: v = {speed/1000:.1f} km/s")
print("Constants recovered from rounded speeds")
for name, value in zip(names, from_rounded):
    print(f"{name} = {value/1e9:.2f} GPa")
print(f"Bounds for speed errors up to {half_step:.0f} m/s")
for name, bound, extreme, value in zip(
        names, bounds, extreme_errors, constants):
    print(f"{name}: first-order bound = {bound/1e9:.2f} GPa")
    print(f"{name}: largest error found = {extreme/1e9:.2f} GPa")
    print(f"{name}: relative bound = {100*bound/value:.1f} percent")
print("False constants from exchanged shear labels")
for name, value in zip(names, exchanged):
    print(f"{name} = {value/1e9:.1f} GPa")
print(f"smallest stiffness eigenvalue, exchanged set = "
      f"{smallest_stiffness(exchanged)/1e9:.1f} GPa")
print("OK")
```

Running it gives:

```
Rough silicon inputs
C11 = 170 GPa
C12 = 64 GPa
C44 = 80 GPa
cube edge = 5.4 angstrom
atomic mass = 28 u
atomic mass unit = 1.660539e-27 kg
atoms per cube = 8 (count)
density = 2362.2 kg/m^3
Modes along [110]
L, displacement [110]: rho*v^2 = 197.0 GPa
L, displacement [110]: v = 9132.2 m/s = 9.13 km/s
A, displacement [001]: rho*v^2 = 80.0 GPa
A, displacement [001]: v = 5819.5 m/s = 5.82 km/s
B, displacement [1-10]: rho*v^2 = 53.0 GPa
B, displacement [1-10]: v = 4736.7 m/s = 4.74 km/s
Constants recovered from unrounded speeds
C11 = 170.000 GPa
C12 = 64.000 GPa
C44 = 80.000 GPa
Speeds rounded to 0.1 km/s
L, displacement [110]: v = 9.1 km/s
A, displacement [001]: v = 5.8 km/s
B, displacement [1-10]: v = 4.7 km/s
Constants recovered from rounded speeds
C11 = 168.33 GPa
C12 = 63.97 GPa
C44 = 79.46 GPa
Bounds for speed errors up to 50 m/s
C11: first-order bound = 4.65 GPa
C11: largest error found = 4.66 GPa
C11: relative bound = 2.7 percent
C12: first-order bound = 4.65 GPa
C12: largest error found = 4.66 GPa
C12: relative bound = 7.3 percent
C44: first-order bound = 1.37 GPa
C44: largest error found = 1.38 GPa
C44: relative bound = 1.7 percent
False constants from exchanged shear labels
C11 = 224.0 GPa
C12 = 64.0 GPa
C44 = 53.0 GPa
smallest stiffness eigenvalue, exchanged set = 53.0 GPa
OK
```
